\section*{Kerr coefficient of a silicon waveguide at 1550 nm}

\section{Problem}

A silicon wire surrounded by silica guides light of vacuum wavelength $\lambda=1550$ nm. The nonlinear index of silicon is $n_2=5\times10^{-18}$ m$^2$/W: a plane wave of intensity $I$ in bulk silicon raises the index that it feels itself from $n$ to $n+n_2I$. The effective area of the guided mode is $A=0.1\ \mu$m$^2$.

(a) Find the Kerr coefficient $\gamma$, the extra phase that the wave gives itself per unit length and per unit guided power, in the limit of small power. State which definition of $A$ makes the answer correct in a guide with a large index step.

(b) A flat-topped pulse of 0.1 W peak power and 1 ps duration travels 1 cm. Find its Kerr phase, first without loss, then with a linear loss of 2 dB/cm and a two-photon absorption coefficient $b=5\times10^{-12}$ m/W (both rough typical values).

(c) Does $\gamma$ also give the phase of a continuous wave of the same power?

\section{First estimate by scaling}

The intensity is of order $P/A$, where $P$ is the guided power, so the index change is of order $n_2P/A$, a pure number. An index change becomes a phase over a distance measured in wavelengths. The phase per length is therefore of order $n_2P/(\lambda A)$, and
\begin{equation}
\gamma\sim\frac{n_2}{\lambda A}
=\frac{5\times10^{-18}}{(1.55\times10^{-6})(1\times10^{-13})}
\approx 32\ \mathrm{W^{-1}m^{-1}} .
\end{equation}
Scaling leaves two things open: the numerical factor in front, and the meaning of $A$ for a field that varies across the core and leaks into the silica.

\section{Solution}

\subsection{How an index change shifts the propagation constant}

The algebra uses atomic units with $4\pi\varepsilon_0=1$, where $c$ is the inverse of the fine-structure constant. The fields vary as $e^{i\beta z-i\omega t}$, and $\beta$ is the propagation constant. Maxwell's equations are
\begin{equation}
\nabla\times\mathbf E=\frac{4\pi i\omega}{c^2}\,\mathbf H,\qquad
\nabla\times\mathbf H=-\frac{i\omega n^2}{4\pi}\,\mathbf E .
\end{equation}
Let mode 1 belong to the lossless guide $n^2(x,y)$, and mode 2 to the guide with $n^2+\delta(n^2)$. The identity $\nabla\cdot(\mathbf a\times\mathbf b)=\mathbf b\cdot\nabla\times\mathbf a-\mathbf a\cdot\nabla\times\mathbf b$ gives
\begin{align}
\nabla\cdot(\mathbf E_1^*\times\mathbf H_2)&=
-\frac{4\pi i\omega}{c^2}\mathbf H_1^*\cdot\mathbf H_2
+\frac{i\omega}{4\pi}\left[n^2+\delta(n^2)\right]\mathbf E_1^*\cdot\mathbf E_2,\\
\nabla\cdot(\mathbf E_2\times\mathbf H_1^*)&=
+\frac{4\pi i\omega}{c^2}\mathbf H_1^*\cdot\mathbf H_2
-\frac{i\omega}{4\pi}n^2\,\mathbf E_1^*\cdot\mathbf E_2 .
\end{align}
In the sum, the magnetic terms and the terms in $n^2$ cancel. Integrate the sum over the cross-section. The transverse part of the divergence vanishes because guided fields decay outward. The $z$ derivative acts on $e^{i(\beta_2-\beta_1)z}$ and gives a factor $i(\beta_2-\beta_1)$:
\begin{equation}
(\beta_2-\beta_1)\int(\mathbf E_1^*\times\mathbf H_2+\mathbf E_2\times\mathbf H_1^*)_z\,dA
=\frac{\omega}{4\pi}\int\delta(n^2)\,\mathbf E_1^*\cdot\mathbf E_2\,dA .
\end{equation}
To first order in $\delta(n^2)$, mode 2 may be replaced by mode 1 inside both integrals. The guided power is $P=\frac12\mathrm{Re}\int(\mathbf E\times\mathbf H^*)_z\,dA$, so the left integral becomes $4P$, and
\begin{equation}
\delta\beta=\frac{\omega}{16\pi P}\int\delta(n^2)\,|\mathbf E|^2\,dA .
\label{shift}
\end{equation}
Here $|\mathbf E|^2$ includes the field component along the guide.

\subsection{The Kerr coefficient}

For a plane wave in bulk silicon, Maxwell's equations give $H=ncE/(4\pi)$, hence
\begin{equation}
I=\tfrac12EH=\frac{cn}{8\pi}|\mathbf E|^2 .
\label{intensity}
\end{equation}
In the guide, let $I(x,y)$ denote this same expression evaluated with the local field. It measures the field strength that drives the Kerr effect; it is not in general the local power flow along $z$. The response is taken as instantaneous, confined to the core, and as a scalar index change that depends on the local $|\mathbf E|^2$ alone. In an isotropic medium this is exact where the local field is linearly polarized, as in a TE slab mode. Then
\begin{equation}
\delta(n^2)=(n+n_2I)^2-n^2\approx2nn_2I,
\end{equation}
where the term $(n_2I)^2$ is dropped. Insert this, and $|\mathbf E|^2=8\pi I/(cn)$, into Eq.~\eqref{shift}:
\begin{equation}
\delta\beta=\frac{\omega}{16\pi P}\int_{\rm core}2nn_2I\,\frac{8\pi I}{cn}\,dA
=\frac{\omega n_2}{cP}\int_{\rm core}I^2\,dA .
\end{equation}
For a fixed mode shape $I$ is proportional to $P$, so the following area does not depend on power:
\begin{equation}
A=\frac{P^2}{\int_{\rm core}I^2\,dA}.
\label{area}
\end{equation}
With it, $\delta\beta=\gamma P$, where
\begin{equation}
\gamma=\frac{\omega n_2}{cA}=\frac{2\pi n_2}{\lambda A}.
\label{gamma}
\end{equation}
No electrical unit is left, so SI values can be inserted directly. With $\omega/c=2\pi/\lambda=4.054\times10^6$ m$^{-1}$,
\begin{equation}
\gamma=\frac{(4.054\times10^{6})(5\times10^{-18})}{1\times10^{-13}}
=202.7\ \mathrm{W^{-1}m^{-1}},
\end{equation}
or $2.03\times10^{-8}$ W$^{-1}$\AA$^{-1}$. Since $n_2$ and $A$ are given to one figure, the physical statement is $\gamma\approx200$ W$^{-1}$m$^{-1}$. Equation~\eqref{area} is the definition of $A$ asked for in part (a), for a scalar response. A longitudinal component in quadrature with the transverse field makes the local field elliptical. In an isotropic medium with $\chi_{xxyy}=\chi_{xyxy}=\chi_{xyyx}$, the Kerr polarization is then proportional to $\frac23|\mathbf E|^2\mathbf E+\frac13(\mathbf E\cdot\mathbf E)\mathbf E^*$. Its product with $\mathbf E^*$ shows that $I^2$ in Eq.~\eqref{area} must be multiplied by $(2+|\mathbf E\cdot\mathbf E|^2/|\mathbf E|^4)/3$, which lies between $2/3$ and 1. With $A$ so corrected, Eq.~\eqref{gamma} keeps its form. For the lowest mode of a wire 220 nm high, this factor lowers $\int_{\rm core}I^2dA$ by about 8\% at a width of 600 nm and by about 15\% at 400 nm.

\subsection{What the effective area means: a slab}

A slab of thickness $d=220$ nm shows the role of the index step. Take $n=3.48$ for silicon and $n_s=1.44$ for silica (rough values), and a TE mode, whose electric field $E=E_0F(x)$ lies in the plane of the slab. The magnetic component that carries power has magnitude $\beta c^2E/(4\pi\omega)$. With $\beta=n_{\rm eff}\,\omega/c$, the power per unit width is
\begin{equation}
P'=\frac{cn_{\rm eff}}{8\pi}E_0^2\int F^2dx .
\end{equation}
Power thus carries the factor $n_{\rm eff}$, while $I$ in Eq.~\eqref{intensity} carries $n$. The one-dimensional form of Eq.~\eqref{area} is an effective height,
\begin{equation}
w=\frac{P'^2}{\int_{\rm core}I^2dx}
=\left(\frac{n_{\rm eff}}{n}\right)^2\frac{\left(\int F^2dx\right)^2}{\int_{\rm core}F^4dx}.
\label{height}
\end{equation}
When the index step is small, $n_{\rm eff}\approx n$. If the Kerr response is then also counted over the whole cross-section, $w$ becomes the weak-guidance height $(\int F^2dx)^2/\int F^4dx$.

The lowest TE mode is $\cos hx$ in the core and decays as $e^{-\kappa|x|}$ outside, with $h^2=(\omega/c)^2(n^2-n_{\rm eff}^2)$ and $\kappa^2=(\omega/c)^2(n_{\rm eff}^2-n_s^2)$. Continuity of $E$ and of its slope requires $h\tan(hd/2)=\kappa$. The numerical root is $n_{\rm eff}=2.851$, and Eq.~\eqref{height} gives $w=212$ nm. The weak-guidance height is 299 nm, larger by a factor 1.41. This factor is the product of $(n/n_{\rm eff})^2=1.49$ and the share of $\int F^4dx$ that lies in the core, $1.41/1.49=0.95$.

The height can also be found without perturbation theory. Give the core the index $n+\delta F^2$ with $F(0)=1$ and $\delta=10^{-4}$. Integrate the wave equation from the centre outward, and adjust $n_{\rm eff}$ until the field joins a decaying exponential at the edge. The shift $\Delta n_{\rm eff}$ and the power of this self-consistent mode give $w=n_2P'/\Delta n_{\rm eff}=212$ nm, in agreement with Eq.~\eqref{height}.

The longitudinal field matters for the other polarization. In the lowest TM mode of the same slab, $n_{\rm eff}=2.053$, and the core fields are $E_x\propto\beta\cos hx$ and $E_z\propto h\sin hx$ with a common prefactor. If $n^2$ is changed uniformly in the core, Eq.~\eqref{shift} gives $dn_{\rm eff}/d(n^2)=0.1071$, as does numerical differentiation of the TM mode condition $h\tan(hd/2)=(n^2/n_s^2)\kappa$. The component $E_z$ supplies 54\% of this shift.

\subsection{The pulse, with and without loss}

At the flat top, $P_0=0.1$ W. A typical value of the intensity measure is $P_0/A=10^{12}$ W/m$^2$, and the Kerr shift of the effective index, $c\,\delta\beta/\omega$, is $n_2P_0/A=5\times10^{-6}$. Over $L=1$ cm without loss,
\begin{equation}
\phi=\gamma P_0L=202.7\times0.1\times0.01=0.203\ \mathrm{rad}.
\end{equation}
A lossless phase of $\pi$ would take $\pi/(\gamma L)=1.55$ W.

Linear loss removes the power $aP$ per unit length. Two-photon absorption removes $bI^2$ per unit volume, hence $b\int_{\rm core}I^2dA=bP^2/A$ per unit length, with the same area as before:
\begin{equation}
\frac{dP}{dz}=-aP-\frac bAP^2 .
\end{equation}
Write $P=e^{-az}Q$. The linear term cancels, and $dQ/dz=-(b/A)e^{-az}Q^2$. Dividing by $-Q^2$ and integrating from $Q(0)=P_0$ gives
\begin{equation}
\frac1Q=\frac1{P_0}+\frac bA\,\ell(z),\qquad \ell(z)=\frac{1-e^{-az}}a .
\end{equation}
Since $d\ell=e^{-az}dz$, the phase is
\begin{equation}
\phi=\gamma\int_0^LP\,dz
=\gamma\int_0^{L_{\rm eff}}\frac{P_0\,d\ell}{1+bP_0\ell/A}
=\frac{\gamma A}{b}\ln\left(1+\frac{bP_0L_{\rm eff}}A\right),
\label{loss}
\end{equation}
with $L_{\rm eff}=\ell(L)$. For $b\to0$ the logarithm reduces to its argument's small term, and $\phi=\gamma P_0L_{\rm eff}$. For large $P_0$ this expression grows only logarithmically, because two-photon absorption consumes the added power. It leaves out the carriers that the absorption creates. At several watts and above they lower the phase appreciably even within a 1 ps pulse, so the logarithmic limit does not describe the real wire.

A loss of 2 dB/cm is $a=46.05$ m$^{-1}$, so $L_{\rm eff}=0.801$ cm. Linear loss alone gives $\phi=0.162$ rad. With both losses, $bP_0L_{\rm eff}/A=0.0401$ and $\gamma A/b=4.054$, so
\begin{equation}
\phi=4.054\,\ln(1.0401)=0.159\ \mathrm{rad}.
\end{equation}
Linear loss lowers the phase by 20\% from the lossless value; two-photon absorption takes off a further 2\%.

\subsection{A continuous wave}

Two-photon absorption is possible because two photons of 0.800 eV together exceed the silicon gap of about 1.12 eV. Each event leaves an electron and a hole, created at the rate $bI^2/(2\omega)$ per volume (in atomic units the photon energy is $\omega$). With $I=P_0/A$, the density after 1 ps is $N\approx2\times10^{13}$ cm$^{-3}$. Under constant illumination with a carrier lifetime of 1 ns (rough), the steady density is the rate times the lifetime, about $2\times10^{16}$ cm$^{-3}$, if the loss of power along the guide is ignored.

A free carrier of mass $m$ driven at frequency $\omega$ moves in antiphase with the force on it and lowers $n^2$ by $4\pi/(m\omega^2)$ per unit density. As $\delta n=\delta(n^2)/(2n)$,
\begin{equation}
\delta n_{\rm carrier}=-\frac{2\pi N}{n\omega^2}\left(\frac1{m_e}+\frac1{m_h}\right).
\end{equation}
With rough masses $m_e=0.26$ and $m_h=0.39$ electron masses, the magnitude is 0.8\% of the Kerr index change at the end of the pulse, but about 8 times the Kerr index change for the continuous wave. This ratio uses the density at $I=P_0/A$; if the carriers spread evenly over the core within their lifetime, the ratio of the effective-index shifts is about 6 for a wire 600 nm wide and 220 nm high. The sign is opposite. These are simple free-carrier estimates; index changes measured in silicon at densities near $10^{17}$ cm$^{-3}$ are larger by a factor of roughly two, which strengthens the conclusion for the continuous wave. The answer to (c) is therefore no: at this power and lifetime, the carriers outweigh the Kerr effect. They also absorb. A rough cross-section of $1.5\times10^{-17}$ cm$^2$ gives an extra loss exponent of about 0.3 over 1 cm if the input density is kept along the whole guide; the fall of the power makes the actual exponent smaller, roughly half of this. Heating adds to the index: with $dn/dT\approx2\times10^{-4}$ K$^{-1}$, a warming of 0.025 K equals the Kerr change. Two-photon absorption and the carriers together turn about 3.4 W/m into heat at the input. For a rough thermal resistance of 0.3 K\,m/W between the wire and its surroundings, the steady warming is about 1 K. Heating can therefore match or exceed the carrier effect, with the opposite sign, and the sign of the total phase depends on how well the wire is cooled. The pulse result assumes that few carriers remain from earlier pulses, which holds here if the pulses are spaced by a carrier lifetime or more.

\section{Comparison of estimate and solution}

The scaling estimate of 32 W$^{-1}$m$^{-1}$ has the correct dependence on $n_2$, $\lambda$ and $A$, but it is smaller than the solution by the factor $2\pi$. It counts the extra phase in cycles; Eq.~\eqref{gamma} counts it in radians.

The second open point was the area. In the slab, simply taking the core thickness of 220 nm as the effective height comes within 4\% of the correct 212 nm, closer than the weak-guidance integral. This is a compensation: the spread of the field into the silica enlarges the height, and the factor $(n_{\rm eff}/n)^2$ reduces it. Nothing in the derivation makes the two cancel for other thicknesses. The slab ratio of 1.41 between the two definitions should not be carried over to a wire. There the main field component is normal to the side walls and jumps to a larger value in the silica. For a wire 600 nm wide and 220 nm high, the weak-guidance area formed with the full $|\mathbf E|^2$ is about twice the area of Eq.~\eqref{area}, and using it would make $\gamma$ too small by the same factor. The factor depends on the width: it is about 2.9 at 400 nm and 1.6 at 1 $\mu$m.

Dividing the given area by the slab height gives a length of $0.1\ \mu\mathrm{m}^2/212\ \mathrm{nm}\approx470$ nm, so the area is of the size expected for a wire 220 nm high and several hundred nanometres wide. The width itself cannot be read off in this way, because the field varies across the wire and leaks out at its sides. Real silicon is not isotropic. For a field along $[110]$, two of the cube axes carry equal components $1/\sqrt2$, and the cubic response relative to $[100]$ is $\frac14(2+6\chi_{xxyy}/\chi_{xxxx})=\frac12(1+\rho)$, with $\rho=3\chi_{xxyy}/\chi_{xxxx}$. For a rough $\rho=1.3$ this is 1.15, so $n_2$ must belong to the actual field direction, or $\gamma$ is off by some 15\%. Pulse spreading is a smaller matter here: for a rough dispersion of 1 ps$^2$/m, a smooth 1 ps pulse has a dispersion length between some tenths of a metre and 1 m, depending on how its duration is defined, which is far longer than the guide. The steep edges of a flat-topped pulse spread sooner: over 1 cm the dispersion acts on a time scale of $\sqrt{(1\ \mathrm{ps^2/m})(0.01\ \mathrm m)}=0.1$ ps, and edges of this length or shorter put ripples on the flat top: the phase there varies by up to about 0.06 rad for edges of 0.1 ps and by more than 0.1 rad for edges of 0.03 ps, which is not small beside the Kerr phase. The phases found for part (b) neglect this. Of these corrections, the choice of area definition moves $\gamma$ most; for the phase of a continuous wave, carriers and heating matter more than any of these.

Numerical values quoted here were computed with a short program.
